# Phase-averaged heating of electrons by an oscillating exponential wall: a program that tests the result

```python
"""Phase-averaged energy gain of electrons reflected by an oscillating soft wall.

Potential energy: V = V0*exp((x - s(t))/lam), s = s0*sin(omega*t), U0 = omega*s0.
Result under test, for incoming speed v and uniform arrival phase, U0 << v:
    mean gain = 2*m*U0**2 * H(z),  H = z**3*cosh(z)/sinh(z)**3,
    z = pi*omega*lam/v = (pi**2/2)*tau/T,  tau = 4*lam/v,  T = rf period.
The hard wall has H = 1.  G = z/sinh(z) is the reduction of the first-order kick.
Trajectories use length unit lam and time unit lam/v, so the incoming speed is 1,
beta = U0/v and the scaled angular frequency is omega*lam/v = z/pi.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

N_PHASE = 32
PHASES = 2 * np.pi * np.arange(N_PHASE) / N_PHASE


def heating_factor(z):
    e = np.exp(-2 * z)
    return 4 * z**3 * e * (1 + e) / (1 - e)**3


def kick_factor(z):
    return 2 * z * np.exp(-z) / (1 - np.exp(-2 * z))


def exponential_wall(d):
    return -0.5 * np.exp(d)


def parabolic_wall(d):
    return -np.maximum(d, 0.0)


def trace(beta, freq, start=26.0, step=0.02, force=exponential_wall):
    """Launch all phases from q = -start; return final q, velocity and time."""
    beta = np.reshape(np.asarray(beta, float), (-1, 1))
    freq = np.reshape(np.asarray(freq, float), (-1, 1))
    amplitude = beta / freq
    q = np.full((len(beta), N_PHASE), -start)
    w = np.ones_like(q)

    def acc(pos, time):
        return force(pos - amplitude * np.sin(freq * time + PHASES))

    n_steps = int(2.6 * start / step)
    h = step
    for k in range(n_steps):
        t = k * h
        a1 = acc(q, t)
        a2 = acc(q + 0.5 * h * w + h * h / 8 * a1, t + 0.5 * h)
        a3 = acc(q + h * w + 0.5 * h * h * a2, t + h)
        q = q + h * w + h * h / 6 * (a1 + 2 * a2)
        w = w + h / 6 * (a1 + 4 * a2 + a3)
    assert np.max(q) < -0.8 * start, "an electron has not left the wall"
    return q, w, n_steps * h


def traced_factor(beta, freq, **options):
    """Mean gain divided by the hard-wall value 2*m*U0**2."""
    w = trace(beta, freq, **options)[1]
    return np.mean(w**2 - 1, axis=1) / (4 * np.asarray(beta, float)**2)


# Hard wall: solve for each collision time, then reflect in the wall frame.
b_hard, f_hard = 0.1, 0.7
t_hit = np.full(N_PHASE, 10.0)
for _ in range(80):
    t_hit = 10.0 + b_hard / f_hard * np.sin(f_hard * t_hit + PHASES)
u_wall = b_hard * np.cos(f_hard * t_hit + PHASES)
hard_ratio = np.mean((1 - 2 * u_wall)**2 - 1) / (4 * b_hard**2)
assert abs(hard_ratio - 1) < 1e-10
# Averaging uniformly over collision times instead loses half of the gain.
u_uniform = b_hard * np.cos(PHASES)
unweighted = np.mean((1 - 2 * u_uniform)**2 - 1) / (4 * b_hard**2)
assert abs(unweighted - 0.5) < 1e-10

# Soft wall: traced mean gain, extrapolated to zero wall speed, against H(z).
z_test = np.array([0.3, 1.0, 2.0, 3.0, 4.0, 5.0])
b_small = np.full(len(z_test), 0.02)
w_all = trace(np.r_[b_small, 2 * b_small], np.r_[z_test, z_test] / np.pi)[1]
gain = w_all**2 - 1
n_z = len(z_test)
ratio_1 = gain[:n_z].mean(axis=1) / (4 * b_small**2)
ratio_2 = gain[n_z:].mean(axis=1) / (16 * b_small**2)
extrapolated = (4 * ratio_1 - ratio_2) / 3
error_h = np.max(np.abs(extrapolated / heating_factor(z_test) - 1))
assert error_h < 3e-3, error_h

# First-order kick: first harmonic of the traced gain against 4*beta*G.
harmonic = 2 * np.abs(np.mean(gain[:n_z] * np.exp(-1j * PHASES), axis=1))
error_g = np.max(np.abs(harmonic / (4 * b_small * kick_factor(z_test)) - 1))
assert error_g < 1e-2, error_g

# Mean gain equals half the energy derivative of the mean-square gain.
speeds = np.array([0.99, 1.0, 1.01])
w_v = trace(0.02 / speeds, 1.5 / np.pi / speeds)[1]
gain_v = 0.5 * speeds[:, None]**2 * (w_v**2 - 1)
square = np.mean(gain_v**2, axis=1)
slope = (square[2] - square[0]) / (0.5 * (speeds[2]**2 - speeds[0]**2))
relation_ratio = 0.5 * slope / np.mean(gain_v[1])
assert abs(relation_ratio - 1) < 5e-3, relation_ratio

# Integral of outgoing energy over exit time equals E*T at finite wall speed.
f_area = 1.5 / np.pi
q_a, w_a, t_a = trace([0.1], [f_area])
transit = t_a + (-26.0 - q_a[0]) / w_a[0]
modes = np.fft.fftfreq(N_PHASE, 1 / N_PHASE)
modes[N_PHASE // 2] = 0
d_transit = np.fft.ifft(1j * modes * np.fft.fft(transit)).real
area_ratio = np.mean(w_a[0]**2 * (1 + f_area * d_transit))
assert abs(area_ratio - 1) < 1e-6, area_ratio

# Limits of H, and the parabolic wall as a second shape.
quartic = (1 - heating_factor(0.1)) / 0.1**4
assert abs(quartic * 15 - 1) < 0.01


def parabolic_factor(r):
    return (np.cos(np.pi * r / 2) / (1 - r * r))**2


para_traced = traced_factor([0.03], [0.5], start=8.0, step=0.004,
                            force=parabolic_wall)[0]
assert abs(para_traced / parabolic_factor(0.5) - 1) < 0.01, para_traced

# Worked example: rough values for a very-high-frequency argon discharge.
m, e = const.m_e, const.e
f_rf, Te, n_bulk, density_ratio = 162e6, 3.0, 5e15, 0.5
lam, s0 = 0.4e-3, 0.1e-3
p_mtorr, T_gas, sigma, ion_u = 10.0, 300.0, 4e-20, 39.95
omega = 2 * np.pi * f_rf
U0 = omega * s0
hard_gain = 2 * m * U0**2 / e
n_edge = density_ratio * n_bulk
vT = np.sqrt(2 * e * Te / m)

E_eV = np.array([0.3, 1.0, 3.0, 10.0])
v = np.sqrt(2 * e * E_eV / m)
z_ex = np.pi * omega * lam / v
H_ex = heating_factor(z_ex)
H_tr = traced_factor(U0 / v, omega * lam / v)
assert np.max(np.abs(H_tr[1:] / H_ex[1:] - 1)) < 0.1

z_half = brentq(lambda z: heating_factor(z) - 0.5, 0.5, 4)
z_equal = np.pi**2 / 2


def energy_at(z):
    return 0.5 * m * (np.pi * omega * lam / z)**2 / e


def maxwell_factor(a):
    return quad(lambda y: heating_factor(a / y) * 2 * y * np.exp(-y * y),
                0.01, 8, limit=200)[0]


a_ex = np.pi * omega * lam / vT
K = maxwell_factor(a_ex)
K_square = quad(lambda y: y * y * kick_factor(a_ex / y)**2
                * 2 * y * np.exp(-y * y), 0.01, 8, limit=200)[0]
assert abs(K - K_square) < 1e-6
nodes, weights = np.polynomial.legendre.leggauss(24)
y = 0.12 + (nodes + 1) * (4.5 - 0.12) / 2
weights = weights * (4.5 - 0.12) / 2
H_y = traced_factor(U0 / (y * vT), omega * lam / (y * vT))
K_traced = np.sum(weights * H_y * 2 * y * np.exp(-y * y))
assert abs(K_traced / K - 1) < 0.03, (K_traced, K)
flux = n_edge * vT / (2 * np.sqrt(np.pi))
S_hard = flux * hard_gain * e * 0.1  # W/m^2 to mW/cm^2


def drift_factor(rho):
    """Hard-wall work on a Maxwellian drifting at rho times the wall velocity."""
    u = U0 / vT
    total = 0.0
    for c in np.cos(PHASES):
        a = (1 - rho) * u * c
        total -= c * quad(lambda s: (s - a)**2 * np.exp(-s * s), a, 9)[0]
    return 2 / u * total / N_PHASE


drift_0, drift_r = drift_factor(0.0), drift_factor(density_ratio)
assert abs(drift_0 - 1) < 0.01 and abs(drift_r - (1 - density_ratio)) < 0.01

wpe_edge = np.sqrt(n_edge * e**2 / (const.epsilon_0 * m))
debye = np.sqrt(const.epsilon_0 * Te / (n_edge * e))
n_gas = p_mtorr * 1e-3 * const.torr / (const.k * T_gas)
free_path = 1 / (n_gas * sigma)
barrier = 0.5 * Te * np.log(ion_u * const.atomic_mass / (2 * np.pi * m))

print(f"hard wall, traced/2mU0^2: {hard_ratio:.6f}; unweighted {unweighted:.3f}")
print("z, tau/T, H formula, H traced (extrapolated):")
for z, h_tr in zip(z_test, extrapolated):
    print(f"  {z:.1f}  {2*z/np.pi**2:.3f}  {heating_factor(z):.5f}  {h_tr:.5f}")
print(f"largest relative difference in H: {error_h:.1e}")
print(f"largest relative difference in first-order kick: {error_g:.1e}")
print(f"half slope of mean square / mean gain: {relation_ratio:.5f}")
print(f"outgoing energy-time area / (E*T), U0/v=0.1: {area_ratio:.8f}")
print(f"(1-H)/z^4 at z=0.1: {quartic:.5f}; 1/15 = {1/15:.5f}")
print(f"H=1/2 at z = {z_half:.3f}, tau/T = {2*z_half/np.pi**2:.3f}")
print(f"H at tau=T (z={z_equal:.3f}): {heating_factor(z_equal):.4f}")
print(f"parabolic wall, omega/Omega0=0.5: formula {parabolic_factor(0.5):.4f},"
      f" traced {para_traced:.4f}")
print(f"inputs: f={f_rf/1e6:.0f} MHz, Te={Te:.1f} eV, lambda={lam*1e3:.1f} mm,"
      f" s0={s0*1e3:.1f} mm")
print(f"bulk density {n_bulk*1e-6:.1e} cm^-3, edge density {n_edge*1e-6:.1e} cm^-3")
print(f"gas: {p_mtorr:.0f} mTorr, {T_gas:.0f} K, rough cross-section"
      f" {sigma*1e4:.0e} cm^2")
print(f"rf period {1e9/f_rf:.2f} ns; wall speed U0 {U0*100:.3e} cm/s")
print(f"hard-wall mean gain 2mU0^2: {hard_gain:.4f} eV")
print("E (eV), v (cm/s), U0/v, tau (ns), tau/T, z, H formula, H traced:")
for k in range(len(E_eV)):
    tau = 4 * lam / v[k]
    print(f"  {E_eV[k]:.1f} {v[k]*100:.3e} {U0/v[k]:.3f} {tau*1e9:.2f}"
          f" {tau*f_rf:.3f} {z_ex[k]:.3f} {H_ex[k]:.4f} {H_tr[k]:.4f}")
print("mean gain by formula at these energies (eV): "
      + ", ".join(f"{hard_gain*h:.4f}" for h in H_ex))
print(f"energy where H=1/2: {energy_at(z_half):.3f} eV")
print(f"energy where tau=T: {energy_at(z_equal):.3f} eV")
print(f"Maxwellian a = {a_ex:.3f}; K formula {K:.4f}, K traced {K_traced:.4f}")
for f_MHz in (13.56, 60.0, 162.0):
    K_f = maxwell_factor(a_ex * f_MHz * 1e6 / f_rf)
    print(f"K at {f_MHz:.2f} MHz, same lambda: {K_f:.4f}")
print(f"electron flux to wall: {flux*1e-4:.3e} cm^-2 s^-1")
print(f"heating flux: hard {S_hard:.3f}, soft {S_hard*K:.3f} mW/cm^2")
print("neglected effects:")
print(f"rf drift, hard-wall factor: rho=0 {drift_0:.4f},"
      f" rho={density_ratio:.1f} {drift_r:.4f}")
print(f"parabolic wall at edge density, factor: {parabolic_factor(omega/wpe_edge):.4f}")
for scale in (0.5, 2.0):
    print(f"K with lambda={lam*scale*1e3:.1f} mm: {maxwell_factor(a_ex*scale):.4f}")
print(f"edge Debye length {debye*1e3:.3f} mm; (omega/omega_pe)^2 at edge"
      f" {(omega/wpe_edge)**2:.3f}")
print(f"mean free path {free_path*1e3:.0f} mm; collision chance over 4 lambda"
      f" {1-np.exp(-4*lam/free_path):.3f}")
print(f"floating barrier {barrier:.1f} eV; escaping flux fraction"
      f" {np.exp(-barrier/Te):.4f}")
print("checks complete")
```

It prints:

```
hard wall, traced/2mU0^2: 1.000000; unweighted 0.500
z, tau/T, H formula, H traced (extrapolated):
  0.3  0.061  0.99948  0.99948
  1.0  0.203  0.95072  0.95072
  2.0  0.405  0.63087  0.63087
  3.0  0.608  0.27037  0.27037
  4.0  0.811  0.08599  0.08599
  5.0  1.013  0.02270  0.02270
largest relative difference in H: 1.6e-07
largest relative difference in first-order kick: 1.5e-04
half slope of mean square / mean gain: 1.00034
outgoing energy-time area / (E*T), U0/v=0.1: 1.00000000
(1-H)/z^4 at z=0.1: 0.06646; 1/15 = 0.06667
H=1/2 at z = 2.324, tau/T = 0.471
H at tau=T (z=4.935): 0.0249
parabolic wall, omega/Omega0=0.5: formula 0.8889, traced 0.8889
inputs: f=162 MHz, Te=3.0 eV, lambda=0.4 mm, s0=0.1 mm
bulk density 5.0e+09 cm^-3, edge density 2.5e+09 cm^-3
gas: 10 mTorr, 300 K, rough cross-section 4e-16 cm^2
rf period 6.17 ns; wall speed U0 1.018e+07 cm/s
hard-wall mean gain 2mU0^2: 0.1178 eV
E (eV), v (cm/s), U0/v, tau (ns), tau/T, z, H formula, H traced:
  0.3 3.249e+07 0.313 4.93 0.798 3.937 0.0930 0.0926
  1.0 5.931e+07 0.172 2.70 0.437 2.157 0.5669 0.5666
  3.0 1.027e+08 0.099 1.56 0.252 1.245 0.8985 0.9000
  10.0 1.876e+08 0.054 0.85 0.138 0.682 0.9875 0.9877
mean gain by formula at these energies (eV): 0.0110, 0.0668, 0.1059, 0.1163
energy where H=1/2: 0.861 eV
energy where tau=T: 0.191 eV
Maxwellian a = 1.245; K formula 0.6873, K traced 0.6879
K at 13.56 MHz, same lambda: 0.9964
K at 60.00 MHz, same lambda: 0.9377
K at 162.00 MHz, same lambda: 0.6873
electron flux to wall: 7.245e+16 cm^-2 s^-1
heating flux: hard 1.368, soft 0.940 mW/cm^2
neglected effects:
rf drift, hard-wall factor: rho=0 1.0025, rho=0.5 0.5003
parabolic wall at edge density, factor: 0.9407
K with lambda=0.2 mm: 0.8941
K with lambda=0.8 mm: 0.3305
edge Debye length 0.258 mm; (omega/omega_pe)^2 at edge 0.130
mean free path 78 mm; collision chance over 4 lambda 0.020
floating barrier 14.0 eV; escaping flux fraction 0.0093
checks complete
```
